Cubic Invariant and First-Order bcc Ordering in Nearly Symmetric Diblock Melts

**Q.** A symmetric diblock melt orders continuously in mean-field theory. You say that a slight composition asymmetry changes this. Which model do you mean?

**A.** An incompressible melt of identical Gaussian AB chains, each with N segments of length b_s and volume v, the same for both blocks. Position along a chain is s, from 0 to 1, with A for s < f. I take f = 1/2 − ε with small ε > 0, so A is the minority. The order parameter is ψ = φ_A − f, with zero spatial average ⟨ψ⟩. Wave numbers enter through x = q²Rg², where Rg² = N b_s²/6. Free energies are per chain, in kT, relative to the disordered melt.

The contact energy is χNφ_Aφ_B = χN(f+ψ)(1−f−ψ). Its constant part drops out and its linear part averages to zero, leaving −χN⟨ψ²⟩. The chain entropy follows from the partition function Q[h] of one chain in fields h_A, h_B that attract its blocks. Each field is taken with zero spatial average, since a uniform part would only add a constant to ln Q and leave the expression below without a maximum:

F[ψ] = −χN⟨ψ²⟩ + max over h of { ⟨(h_A − h_B)ψ⟩ − ln Q[h] }.

The difference h_A − h_B appears because incompressibility forces φ_B to vary as −ψ. Because ln Q is convex in h, any stationary point of the expression in braces is its maximum. Mean-field theory minimises F over ψ and ignores fluctuations about the minimum.

**Q.** Where does the disordered state become unstable?

**A.** Expand to second order. A Gaussian chain gives ln Q = ½ Σ_q Σ_ij g_ij h_i(q)h_j(−q), where g_ij integrates exp(−x|s−s′|) over blocks i and j:

g_AA = 2(e^(−fx) + fx − 1)/x²,
g_AB = (1 − e^(−fx))(1 − e^(−(1−f)x))/x²,

and g_BB is g_AA with f replaced by 1−f. The maximum satisfies g h = ψ(1,−1), so h = zψ with z = g⁻¹(1,−1). Inverting the 2×2 matrix gives

F₂ = ½ Σ_q [Γ₂(x) − 2χN] |ψ_q|²,
Γ₂ = (g_AA + g_BB + 2g_AB)/(g_AA g_BB − g_AB²).

The minimum of Γ₂, at x*, equals 2(χN)_s and defines the spinodal. At f = 1/2 the blocks are equivalent, so z = ζ(1,−1) with ζ = 1/(g_AA − g_AB) and Γ₂ = 2ζ. Numerically x* = 3.785 and ζ = (χN)_c = 10.495.

**Q.** Why should asymmetry produce a cubic term?

**A.** Exchanging the names A and B sends f to 1−f and ψ to −ψ without changing F. The cubic coefficient is therefore odd in ε: it vanishes at f = 1/2 and is generally linear beside it.

To find the slope, take three wave vectors of length q* that sum to zero. Because h is at a maximum, its second-order correction does not affect the cubic free energy, so the first-order field suffices:

F₃ = (Γ₃/6) Σ ψψψ,
Γ₃ = −∫∫∫ z(s₁)z(s₂)z(s₃) e^(−x(s_max − s_min)).

The exponential has this form because the wave vector carried along the chain has length q* both after the first point and after the second.

**Q.** Moving the junction changes z as well. Do you keep both effects?

**A.** Yes. The exchange symmetry makes x* even in ε, so to first order x keeps its value at f = 1/2. Let σ(s) = +1 for s < 1/2 and −1 beyond, so z = ζσ at ε = 0. Moving the junction to 1/2−ε turns a strip of width ε from +ζ to −ζ, which adds −2ζε δ(s−½). The block values also change. The exchange rule z_A(ε) = −z_B(−ε) makes their first-order changes equal, so they form a uniform shift ηε.

Incompressibility fixes η, because the total density response ∫∫z(s)e^(−x|s−s′|) must vanish. Define

ℓ = ∫₀^½ e^(−xt)dt = (1−e^(−x/2))/x,
D(x) = ∫∫e^(−x|s−s′|) = 2(e^(−x)+x−1)/x².

The strip responds with −2ζε·2ℓ and the shift with ηεD, hence η = 4ζℓ/D.

Any of the three points can carry the change, so

−Γ₃ = 3ε[−2ζ m(½) + η∫m(s)ds],

where m(s) is ζ² times the integral of σσ e^(−x(s_max−s_min)) over the other two points. For m(½), let p = ∫₀^½ t e^(−xt)dt = [1−(1+x/2)e^(−x/2)]/x². If both other points lie on one side of the junction, the farther one at distance t leaves a length t for the nearer, and either point may be the farther: this gives 2p per side. Points on opposite sides give −2ℓ². Thus m(½) = ζ²(4p−2ℓ²).

Next, ∫m ds = ζ²T(1), where T(1) has two σ-weighted points and one neutral point. For an ordered triple, summing σσ over the three choices of neutral point gives 3 if all lie in one block and −1 otherwise. With two assignments of the weighted points, T(1) = 2(3I_s − I_d), where

I_s = 2∫₀^½ (½−t)t e^(−xt)dt

covers triples within one block and I_d covers the rest. The contrast correlation S = ∫∫σσe^(−x|s−s′|) = 2/ζ is stationary at x*, and dS/dx = −2(I_s−I_d). So I_s = I_d and T(1) = 4I_s = 0.07068.

Collecting terms,

Γ₃ = −κε, κ = 12ζ³[ℓT(1)/D − 2p + ℓ²].

With ℓ = 0.22438, p = 0.039374 and D = 0.39195, the bracket is 0.04046 − 0.07875 + 0.05035 = 0.01206, and κ = 167.3. The full vertex evaluated at f = 0.499 gives −Γ₃/ε = 167.3 as well. The positive κ means that localised peaks of the minority block lower the free energy.

**Q.** A cubic term alone would make F unbounded below. What stops the growth?

**A.** The quartic term, which to leading order can be taken at f = 1/2. Three contributions arise.

First, expand the partition function to fourth order in the field ζσψ. Of the 24 orderings of four points, 8 belong to each way of pairing the wave vectors. From here on, Q denotes a pair sum of wave vectors, not the partition function, and h is the number |Q|²/q*², not a field. The contribution to F is −ζ⁴Σ_Q J(h)|(ψ²)_Q|², where

J(h) = ∫ σ₁σ₂σ₃σ₄ exp[−x*(s₂−s₁) − hx*(s₃−s₂) − x*(s₄−s₃)]

over s₁<s₂<s₃<s₄.

Second, the logarithm subtracts half the square of the second-order term ½ζ²S(ψ²)₀. This adds ζ⁴S²(ψ²)₀²/8 to F.

Third, the field acquires a second-order part. Its contrast component has no source at f = 1/2, because reversing the chain changes the sign of a product of three σ's. Its common component ξ, a pressure, contributes

−½Σ_Q D(hx*)|ξ_Q|² − ½ζ²Σ_Q T(h) ξ_(−Q)(ψ²)_Q.

Completing the square gives a maximum of ζ⁴T²|(ψ²)_Q|²/(8D). Here T(h) has two weighted points and a neutral one carrying Q. Orderings with the neutral point in the middle are proportional to dS/dx and vanish at x*. The other four are equal by chain reversal:

T(h) = 4∫ σ₁σ₂ exp[−x*(s₂−s₁) − hx*(s₃−s₂)], s₁<s₂<s₃.

As h → 0, T → S and D → 1, which reproduces the logarithm's subtraction. One formula therefore covers every Q:

F₄ = (1/8)Σ_Q K(h)|(ψ²)_Q|²,
K(h) = ζ⁴[T(h)²/D(hx*) − 8J(h)].

For h = 0, 1, 2, 3, 4 the values of K are 56.85, 65.69, 59.43, 50.55 and 42.87.

**Q.** How does the lattice enter?

**A.** Through the number of ways its wave vectors add. Give each of the n vectors in the first star the same real amplitude M/√n, so that ⟨ψ²⟩ = M². I compare lamellae, hexagonal cylinders and body-centred cubic (bcc) spheres, all with their waves in phase at the origin. Other lattices and phase choices are outside the comparison.

The bcc star has the 12 vectors of type (1,1,0). Each is the sum of 4 ordered pairs from the star, so there are 12·4 = 48 ordered closed triples. The hexagonal star has 6·2 = 12 and the lamellar star none. Each state then has

F = τM² − aM³ + bM⁴, τ = (χN)_s − χN,

with a = κε × (triples)/(6n^(3/2)). This gives a = κε/(3√3) for bcc, κε/(3√6) for hexagonal order and zero for lamellae.

For b, count the ordered pairs that sum to each Q. In bcc, Q = 0 is reached 12 times. There are 12 vectors with h = 1 reached 4 times each, 6 with h = 2 reached 4 times, 24 with h = 3 reached twice, and 12 with h = 4 reached once. Squaring these counts gives

b_bcc = [144K(0)+192K(1)+96K(2)+96K(3)+12K(4)]/1152 = 27.67,
b_hex = [36K(0)+24K(1)+24K(3)+6K(4)]/288 = 17.69,
b_lam = [4K(0)+2K(4)]/32 = 9.79.

**Q.** Then lamellae have the smallest quartic cost. Why would they not form first?

**A.** They have no cubic gain. On approach from the disordered side, τ falls towards zero. An ordered state first matches the disordered one when F = 0 and dF/dM = 0 at some M > 0:

τ − aM + bM² = 0,
2τ − 3aM + 4bM² = 0.

Subtracting twice the first from the second leaves −aM + 2bM² = 0. Hence

M_t = a/(2b), τ_t = a²/(4b).

The state with the largest a²/(4b) appears first. The values are 9.36ε² for bcc, 7.32ε² for hexagonal order and zero for lamellae. Among these three, bcc spheres win, with a jump M_t = 0.582ε.

At the transition F = bM²(M−M_t)². Between the two minima lies a maximum at M_t/2 of height bM_t⁴/16, so the transition is first order. The disordered state stays metastable until τ = 0. The ordered minimum survives on the other side until the roots of 2τ − 3aM + 4bM² = 0 merge, where 9a² = 32bτ, or τ = (9/8)τ_t.

There are two instructive limits. At ε = 0 the cubic term is absent, and M² = −τ/(2b) grows continuously from zero. For ε so small that −τ can be much larger than 180ε² and still much smaller than 1, there is a range well past the spinodal where the relative weight of the cubic term falls, slowly, as ε/√(−τ), and F approaches −τ²/(4b). The smallest b then wins, and lamellae are the stable state of the three. Hexagonal order lies in between: in this expansion it replaces the spheres at τ ≈ −1.3ε² and gives way to lamellae only near τ ≈ −180ε². The spheres thus occupy a window in χN about 10.6ε² wide.

**Q.** You discarded higher harmonics and fixed the period. Could they alter the coefficients?

**A.** Not at leading order. With M and ε comparable and τ of order ε², every retained term is of order ε⁴. A harmonic of amplitude y costs an energy of order y². It couples as εM²y, since all cubic vertices vanish at f = 1/2, and as M³y. Minimising over y gives a gain of order ε⁶. A relative change δ in x costs δ²M² and is driven by δ(εM³ + M⁴), so δ is of order ε² and the gain is again ε⁶. Corrections to a and b, a fifth-order term with its odd coefficient, and the sixth-order term are also of order ε⁶. The relative error in τ_t and M_t is therefore of order ε².

This was tested against a numerical solution of the full self-consistent equations, with harmonics up to |Q|² = 7q*², the pressure field and the period all free. For bcc it gives τ_t/ε² = 9.381 at ε = 0.01 and 9.437 at ε = 0.02, against the predicted 9.362. The deviations, 0.019 and 0.075, differ by a factor of four, as an ε² correction requires. The solution also places bcc ahead of hexagonal order at both compositions.

**Q.** What would this mean for a directed-assembly material?

**A.** Take rough parameters in the regime of polystyrene-block-poly(methyl methacrylate): b_s = 0.7 nm, v = 0.17 nm³ and χ = 0.028 + 3.9 K/T. (T without an argument is temperature.) Choose f = 0.45 and ask for ordering at 473 K, where χ = 0.03625.

The spinodal is at χN = 10.698. With ε = 0.05, a = 167.25 × 0.05 × 0.19245 = 1.609, so

τ_t = 1.609²/(4 × 27.67) = 0.0234,
M_t = 1.609/(2 × 27.67) = 0.0291.

The transition is at χN = 10.674, which requires N = 10.674/0.03625 ≈ 294 segments. The full self-consistent offset is 0.0246, 5% above the leading-order value.

Then Rg = 0.7√(294.5/6) = 4.90 nm and q* = √3.799/4.90 = 0.397 nm⁻¹. The (1,1,0) vectors have length 2π√2/(cell edge), so the edge is 22.4 nm and neighbouring spheres are 22.4 × √3/2 = 19.4 nm apart. At a sphere centre all 12 waves add, giving φ_A = 0.45 + √12 × 0.0291 = 0.551. These are gentle composition waves, not sharply bounded spheres.

For the same chains the spinodal lies at 468.5 K, so the ordering temperature is 4.5 K above it. There is also a latent heat. Since F is stationary in everything else, dF/d(χN) = −M². The enthalpy per chain is −kT² dF/dT, and dχ/dT = −(3.9 K)/T². Melting the ordered state therefore absorbs, per mole of chains,

R × 3.9 K × N × M_t² = 8.314 × 3.9 × 294.5 × 0.0291² ≈ 8.1 J.

The barrier for a uniform change of amplitude is 1.2×10⁻⁶ kT per chain. That is not a nucleation barrier, which would also need the droplet size and interfacial energy.

**Q.** Such a small barrier makes me doubt mean-field theory. Do thermal fluctuations leave anything of this transition?

**A.** For these chains they overwhelm it. In a volume V there are V/(Nv) chains, and Gaussian fluctuations have ⟨|ψ_q|²⟩ = (Nv/V)/(Γ₂ − 2χN). Near q*, write the denominator as r + cRg²(q−q*)². Because x−x* ≈ 2q*Rg²(q−q*), c = 2x*Γ₂″ = 2 × 3.785 × 0.9624 = 7.29. Integrating over the shell of soft modes gives

⟨ψ²⟩_fl = (Nv/Rg³) x*/(2π√(rc)).

The quartic term makes these fluctuations resist ordering by raising r by ½Γ̄₄⟨ψ²⟩_fl. Here Γ̄₄ = 170.8 is K(0) plus twice the shell average of K. At the mean-field critical point this is the whole of r, so

r^(3/2) = ½Γ̄₄(Nv/Rg³) x*/(2π√c) = 85.4 × 0.4245 × 0.2232 = 8.09.

Thus r = 4.03, a scale of r/2 = 2.0 in χN, which is 86 times τ_t. The fluctuation variance is 4.03/85.4 = 0.047, against M_t² = 0.00085. These figures are orders of magnitude only: at r = 4.03 the quadratic approximation gives the soft peak a half-width of 0.38q*, so the shell is not thin and the result depends on how the integral is cut off at large q. The one-loop estimate also does not say which ordered phase replaces the mean-field one, but it shows that the calculated jump and 4.5 K gap should not be expected in such a melt.

The scale falls as N̄^(−1/3), where N̄ = N b_s⁶/v² is about 1200 here. At fixed f = 0.45 the two scales become equal only near N̄ = 8×10⁸. The mean-field result is a statement about the limit of very long chains.

**Q.** Is anything else in a real resist comparable with the offset?

**A.** Chain-length dispersity can shift the spinodal by more than this offset. For a Schulz–Zimm distribution with dispersity 1.05, at fixed number-average N and the same f in every chain, the spinodal moves by −0.36 in χN, about 15 times τ_t. If the small offset stayed the same, the required χ would fall by 0.36/294.5 = 0.0012, and ordering would move up by about 80 K, because χ depends so weakly on temperature. That figure measures sensitivity; it extrapolates χ(T) to about 555 K and is not a processing prediction. Equal f in every chain is itself an idealisation: if the two block lengths vary independently, with equal dispersity and the same overall value of 1.05, the spinodal moves by about −0.80. How dispersity changes a and b was not calculated. Guiding patterns, surfaces and film thickness also break the assumption of a free bulk melt, and their effect is not estimated here.

The length scale 2π/q* follows from the chain size, but the spacing depends on which lattice forms: at the same q*, spheres are 19.4 nm apart, cylinders 18.2 nm, and lamellae repeat at 15.8 nm. A dispersity of 1.05 lowers q* enough to stretch these by 4% (same f in every chain) to 10% (independent blocks). The kelvin-scale gap is a property of the idealised model. The remaining values are in the numerical output below.

Calculated quantities

```
critical point: x* = 3.7852, chi N = 10.4949 (dimensionless)
l = 0.22438, p = 0.039374, D(x*) = 0.39195, T(1) = 0.070677
cubic slope kappa = 167.254
-Gamma3/eps at f = 0.499: 167.256
quartic kernel K(0) = 56.848
quartic kernel K(1) = 65.689
quartic kernel K(2) = 59.432
quartic kernel K(3) = 50.548
quartic kernel K(4) = 42.868
lam: vectors 2, closed triples 0, a/(kappa eps) = 0.00000
lam: b = 9.7853, b from SCF at f = 1/2: 9.7897
hex: vectors 6, closed triples 12, a/(kappa eps) = 0.13608
hex: b = 17.6855, b from SCF at f = 1/2: 17.6831
bcc: vectors 12, closed triples 48, a/(kappa eps) = 0.19245
bcc: b = 27.6658, b from SCF at f = 1/2: 27.5944
hex: Landau tau/eps^2 = 7.3229, M/eps = 0.64348
hex: SCF eps = 0.01: tau/eps^2 = 7.3337, M/eps = 0.64351
hex: SCF eps = 0.02: tau/eps^2 = 7.3660, M/eps = 0.64360
bcc: Landau tau/eps^2 = 9.3624, M/eps = 0.58173
bcc: SCF eps = 0.01: tau/eps^2 = 9.3810, M/eps = 0.58179
bcc: SCF eps = 0.02: tau/eps^2 = 9.4370, M/eps = 0.58195
example: f = 0.45, T = 473 K, chi = 0.03625
segment length = 0.7 nm, segment volume = 0.17 nm^3
chi = 0.028 + 3.9 K / T
spinodal chi N = 10.6978, x* = 3.7994
a = 1.6094, b = 27.6658
offset tau = 0.02341 (Landau), 0.02458 (SCF)
jump M = 0.02909 (Landau), 0.02912 (SCF)
x at SCF transition = 3.7958
transition chi N = 10.6744 (Landau), 10.6732 (SCF)
chain length N = 294.5 segments, Rg = 4.904 nm
q* = 0.3975 nm^-1, bcc cell edge = 22.36 nm
nearest sphere distance = 19.36 nm
A fraction at sphere centre = 0.5508
spinodal temperature = 468.48 K, gap = 4.52 K
latent heat = 8.079 J per mol of chains
uniform barrier = 1.238e-06 kT per chain
shell-mean Gamma4 = 170.80, d2Gamma2/dx2 = 0.9624
fluctuation scale in chi N = 2.015, over tau = 86.1
invariant chain length = 1.199e+03, for equal scales = 7.65e+08
spinodal shift in chi N at dispersity 1.05 = -0.3576
```
